Recovering density-functional energies from potentials: line integrals and kernel symmetry

Recovering an energy from its potential: the van Leeuwen–Baerends line integral and the Levy–Perdew virial relation

1. A transparent case: local exchange

Hartree atomic units and spin-unpolarized densities n(r) are used throughout. Take the local exchange energy

E[n] = −C ∫ n^{4/3} d³r,  C = (3/4)(3/π)^{1/3}.

Its potential is v = δE/δn = −(4/3)C n^{1/3} = −(3n/π)^{1/3}. Suppose only the rule n → v is known. The energy can be rebuilt in two ways.

The first way builds the density from zero as n_q = qn, with q from 0 to 1. A step dq adds the density n dq in the potential v([qn];r) = q^{1/3} v([n];r). Summing the steps,

∫₀¹ dq ∫ v([qn];r) n d³r = ∫₀¹ q^{1/3} dq · ∫ v n d³r = (3/4)(4/3)E = E,

because ∫vn = (4/3)E and ∫₀¹q^{1/3}dq = 3/4.

The second way uses only the potential of the final density, weighted with D(r) = 3n + r·∇n. Write f(n) = −Cn^{4/3}, so that v∇n = f′(n)∇n = ∇f. Integration by parts with ∇·r = 3 gives ∫r·∇f = −3∫f = −3E, the surface term vanishing when r³f → 0. Then

∫ v D d³r = 3∫vn + ∫r·∇f = 4E − 3E = E.

The second way is also an integral along a path, the path of uniform coordinate scaling, with the path integration done in closed form. The two ways agree because v is the derivative of a functional.

2. The line integral

The functional derivative v([n];r) of F at n is defined by

d/dε F[n + εδ] at ε = 0 equals ∫ v([n];r) δ(r) d³r

for all admissible variations δ. If F is defined only at fixed electron number N, admissible variations have ∫δ = 0, and v is fixed only up to an additive constant.

Let n_t, 0 ≤ t ≤ 1, be a piecewise smooth path of densities. Two assumptions are needed. First, the chain rule holds at almost every t: since n_{t+h} = n_t + h ∂_t n_t + o(h), the change of F is h∫v ∂_t n_t + o(h). This requires differentiability strong enough that the o(h) remainder in the density gives an o(h) remainder in F. Second, t → F[n_t] is absolutely continuous, so that it is the integral of its derivative. Then

dF[n_t]/dt = ∫ v([n_t];r) ∂_t n_t(r) d³r,

F[n_1] − F[n_0] = ∫₀¹ dt ∫ d³r v([n_t];r) ∂_t n_t(r).   (1)

Equation (1) is the van Leeuwen–Baerends line integral. On an N-conserving path ∫∂_t n_t = dN/dt = 0, so a constant c(t) added to v contributes nothing. On a path such as qn it contributes ∫c(q)N dq, so that path has a meaning only when F is defined for non-integer N and the constant is fixed. Explicit local and gradient functionals satisfy this. For the exact functionals the first assumption is a real restriction: a potential exists only at v-representable densities, and the path has to stay among them.

3. When a given potential has a parent energy

The left side of (1) depends only on the end points. For an arbitrary rule n → v the right side can still be evaluated, and the question is whether it depends on the path. Define the kernel K by the first-order change δv(r) = ∫K(r,r′)δ(r′)d³r′, and write ⟨δ₁|K|δ₂⟩ = ∬δ₁(r)K(r,r′)δ₂(r′).

Symmetry of K is necessary. On the two-parameter family n₀ + aδ₁ + bδ₂ let P = ∫vδ₁ and Q = ∫vδ₂. On a curve (a(t), b(t)) the integrand of (1) is P da + Q db. With K continuous, Green's theorem gives for a counterclockwise loop

∮(P da + Q db) = ∬(∂_aQ − ∂_bP) da db,  ∂_aQ − ∂_bP = ⟨δ₂|K|δ₁⟩ − ⟨δ₁|K|δ₂⟩.   (2)

If every loop integral vanishes, the curl ∂_aQ − ∂_bP vanishes, since otherwise a small loop around a point of nonzero curl would give a nonzero result.

Symmetry is also sufficient on a convex set of densities on which v and K exist. Fix n₀, put Δ = n − n₀ and m_t = n₀ + tΔ, and define W[n] = ∫₀¹dt∫v([m_t];r)Δ(r). A variation δ of n changes Δ by δ and m_t by tδ, so

δW = ∫₀¹dt { ∫v([m_t])δ + t⟨Δ|K|δ⟩ }.

Symmetry turns ⟨Δ|K|δ⟩ into ⟨δ|K|Δ⟩, which is d/dt ∫v([m_t])δ because ∂_t m_t = Δ. The braces are then d/dt { t∫v([m_t])δ }, and δW = ∫v([n])δ. So v = δW/δn, and (1) applied to W makes every path give W[n_1] − W[n_0].

A potential v(n, ∇n) that depends on the gradient but on no higher derivative fails the condition. With A = ∂v/∂(∇n), δv = v_n δ + A·∇δ. The v_n terms cancel in (2), and

⟨δ₂|K|δ₁⟩ − ⟨δ₁|K|δ₂⟩ = ∫A·(δ₂∇δ₁ − δ₁∇δ₂) d³r.

Choose δ₁ = φ sin(k·r) and δ₂ = φ cos(k·r). The terms in ∇φ cancel and δ₂∇δ₁ − δ₁∇δ₂ = kφ²(cos² + sin²) = kφ². Both variations conserve N if the Fourier transform of φ vanishes at k. This can be arranged: the transform of the indicator function of a small ball vanishes on spheres in k space, and smoothing by convolution multiplies the transform and keeps the zeros. The curl is ∫φ² A·k, which is nonzero if φ sits where A ≠ 0 and k points along A.

The exchange part of the van Leeuwen–Baerends model potential (LB94) is of this type:

v_LB = −(3n/π)^{1/3} − β(n/2)^{1/3} h(y),  h = y²/(1 + 3βy asinh y),  y = 2^{1/3}|∇n|/n^{4/3}.

The numerator of h′ is 2y + 3βy²[asinh y − y/√(1+y²)]. The bracket vanishes at y = 0 and has derivative (1+y²)^{−1/2} − (1+y²)^{−3/2} ≥ 0, so h′ > 0 for y > 0. Hence A ≠ 0 wherever ∇n ≠ 0, and v_LB is the derivative of no functional.

4. The uniform-scaling path

Let n_γ(r) = γ³n(γr), γ > 0. The substitution r′ = γr shows ∫n_γ = N. Small γ spreads the density out. The tangent is

∂_γ n_γ(r) = 3γ²n(γr) + γ³ r·(∇n)(γr) = γ²[3n + r′·∇n](r′ = γr) = γ²D(γr).

Here D = 3n + r·∇n = ∇·(rn), so ∫D = 0 when r³n → 0, in agreement with conservation of N. In the chain rule put r = r′/γ, d³r = d³r′/γ³:

dF[n_γ]/dγ = (1/γ) ∫ v([n_γ]; r/γ) D(r) d³r,   (3)

F[n] − lim_{γ→0} F[n_γ] = ∫₀¹ (dγ/γ) ∫ v([n_γ]; r/γ) D(r) d³r.   (4)

The lower limit has to be evaluated, which requires the definitions of the pieces. F_LL[n] is the minimum of ⟨T̂ + V̂_ee⟩ over N-electron states with density n, attained by Ψ with expectation values T and V_ee. T_s[n] is the minimum of ⟨T̂⟩ over determinants with density n, attained by Φ, assumed unique. With the Hartree energy J = ½∬n(r)n(r′)/|r−r′|,

E_x = ⟨Φ|V̂_ee|Φ⟩ − J,  E_xc = F_LL − T_s − J,  E_c = E_xc − E_x,  T_c = T − T_s.

It is assumed, as in Kohn–Sham theory for a non-degenerate noninteracting v-representable density, that Φ minimizes ⟨T̂⟩ among all states with density n, so that T_c ≥ 0.

For any state set Ψ_γ(r₁,…) = γ^{3N/2}Ψ(γr₁,…). It is normalized and has density n_γ. Each gradient brings a factor γ, and 1/|r_i − r_j| = γ/|γr_i − γr_j|, so ⟨T̂⟩ is multiplied by γ² and ⟨V̂_ee⟩ by γ. The same substitution gives J[n_γ] = γJ[n].

Three inequalities fix the limit. E_x ≤ 0, because it is −½Σ_σ∬|ρ_σ(r,r′)|²/|r−r′| with ρ_σ the one-particle density matrix of Φ. E_c ≤ 0, because Φ is a trial state for F_LL, which gives F_LL ≤ T_s + J + E_x. Finally E_xc = T_c + V_ee − J ≥ −J, because T_c and V_ee are non-negative. Together,

−γJ[n] ≤ E_xc[n_γ] ≤ E_x[n_γ] ≤ 0,

so E_x, E_xc and their difference E_c all vanish as γ → 0.

The potentials along the path must also exist. If Ψ^λ is the ground state of T̂ + λV̂_ee + Σv^λ(r_i) with density n, the scaling rules show that Ψ^λ_γ is the ground state of T̂ + γλV̂_ee + Σγ²v^λ(γr_i), with density n_γ. For λ = 0 this says that noninteracting v-representability is kept along the whole path. For γλ = 1 it says that n_γ is representable at full interaction if and only if n is representable at coupling λ = 1/γ. The correlation integral down to γ = 0 therefore assumes representability of n at all couplings λ ≥ 1, and its lower end is the strong-interaction limit.

5. Homogeneous functionals and the Levy–Perdew relation

Suppose F[n_γ] = γ^k F[n] for all n in the domain. Apply this to n + εδ, whose scaled form is n_γ + εγ³δ(γr), and differentiate at ε = 0:

∫ v([n_γ];r) γ³δ(γr) d³r = ∫ v([n_γ]; r′/γ) δ(r′) d³r′ = γ^k ∫ v([n];r′) δ(r′) d³r′.

Since δ is arbitrary apart from ∫δ = 0,

v([n_γ]; r/γ) = γ^k v([n];r) + c(γ).   (5)

Insert (5) in (4). The constant drops out because ∫D = 0. For k > 0 the lower limit is zero and ∫₀¹γ^{k−1}dγ = 1/k, so

F[n] = (1/k) ∫ v([n];r) D(r) d³r.   (6)

The same result follows from (3) at γ = 1, where the left side is kF. Equation (6) therefore needs differentiability only at n itself.

The map Φ → Φ_γ is one-to-one from determinants with density n onto determinants with density n_γ, and it multiplies every ⟨T̂⟩ by the same γ². The minimizer goes to the minimizer, so T_s has k = 2. With Φ[n_γ] = Φ_γ, both terms of E_x are multiplied by γ, so E_x has k = 1. Then

E_x[n] = ∫ v_x (3n + r·∇n) d³r = −∫ n r·∇v_x d³r.   (7)

The second form follows from v∇·(rn) = ∇·(v r n) − n r·∇v. The divergence gives surface terms. At infinity the term vanishes if r³vn → 0. At a point where v diverges as 1/ε with the distance ε, as the derivative of a gradient-dependent functional such as B88 does at a nuclear cusp (part 8), the excluded sphere has area 4πε² and its term vanishes at least as fast as ε. Equation (7) is the Levy–Perdew virial relation. It is the scaling-path integral (4) only because homogeneity makes the integrand independent of γ.

6. Correlation

F_LL is not homogeneous, because its two operators scale differently. Ψ_γ is a trial state for n_γ, so

g(γ) = γ²T + γV_ee − F_LL[n_γ] ≥ 0,  g(1) = 0.

If F_LL[n_γ] is differentiable at γ = 1, this interior minimum has g′(1) = 0, which gives dF_LL/dγ = 2T + V_ee. Subtract the derivatives of T_s, J and E_x, which are 2T_s, J and E_x:

dE_c[n_γ]/dγ at γ = 1 equals 2T_c + V_ee − J − E_x = T_c + E_c,

since E_c = T_c + V_ee − J − E_x by definition. With (3),

∫ v_c D d³r = −∫ n r·∇v_c d³r = E_c + T_c.   (8)

The virial of v_c lies above E_c by T_c ≥ 0, and E_c itself needs the full integral (4). Because (n_γ)_μ = n_{γμ}, the same result at any point of the path reads γ dE_c[n_γ]/dγ = E_c[n_γ] + T_c[n_γ], or d(E_c[n_γ]/γ)/dγ = T_c[n_γ]/γ².

For a local approximation E_c = ∫nε(r_s), with r_s = (3/4πn)^{1/3} and dr_s/dn = −r_s/3n, the potential is v = ε − (r_s/3)ε′. The steps of part 1 give ∫vD = 3∫nv − 3E_c = −∫n r_s ε′. The kinetic part implied by (8) is then T_c = −∫n d(r_sε)/dr_s. It vanishes for every density only if r_sε is constant, that is ε ∝ 1/r_s, which is the degree-one form.

7. Dependence on the origin

Scaling about a point a replaces D by 3n + (r − a)·∇n, so

∫vD about a = ∫vD about 0 − a·∫v∇n d³r.   (9)

On the path n_t(r) = n(r − tb) the tangent at t = 0 is −b·∇n. A translation-invariant functional is constant on this path, and the chain rule gives ∫v∇n = 0 for its derivative. The virial is then independent of the origin. For a potential without a parent the argument fails. The integral can still vanish by symmetry. For a spherical density, or any density with a centre of inversion, a potential built from n and |∇n| is even about the centre while ∇n is odd, so ∫v∇n = 0. More generally, such a potential shares every rotation and reflection that leaves n unchanged, so the vector ∫v∇n is invariant under the point group of n. It vanishes whenever that group leaves no direction fixed, as for an equilateral triangle or a regular tetrahedron of equal atoms, which have no centre of inversion. When a direction is left fixed, symmetry does not force the integral to vanish (part 11 gives a nonzero case), and if it is nonzero (9) lets the virial take any value as a moves.

8. The potential of a gradient functional

Let E = ∫n^{4/3}G(x), with g = |∇n| and x = g/n^{4/3}. Under scaling g and n^{4/3} both gain γ⁴, so x(r) → x(γr), and the volume element gives γ⁻³: the degree is one. With e = ∇n/g, δg = e·∇δn, and integration by parts gives v = ∂f/∂n − ∇·(e ∂f/∂g) for f = n^{4/3}G. From ∂x/∂n = −4x/3n and ∂x/∂g = n^{−4/3},

∂f/∂n = (4/3)n^{1/3}(G − xG′),  ∂f/∂g = G′.

Let H be the Hessian of n and w = e·He. Then ∇g = He and e·∇g = w, so

∇·e = ∇²n/g − ∇n·∇g/g² = (∇²n − w)/g,

e·∇x = w/n^{4/3} − (4/3)g²/n^{7/3} = w/n^{4/3} − (4/3)x²n^{1/3},

v = (4/3)n^{1/3}(G − xG′) − G′(∇²n − w)/g − G″[w/n^{4/3} − (4/3)x²n^{1/3}].   (10)

For a spherical density w = n″ and ∇²n − w = 2n′/r. At a cusp the second term is ±2G′/r, the divergence allowed for in part 5. The second-derivative terms are what a potential of the form v(n,∇n) lacks. Becke's exchange functional (B88) is written per spin; with n_σ = n/2 the reduced gradient is y = 2^{1/3}x and the prefactor is 2·2^{−4/3}, so G = −C − 2^{−1/3}βy²/(1 + 6βy asinh y).

LB94 obeys (5) with k = 1, because n^{1/3} gains γ and y is invariant. Its scaling-path integral therefore equals ∫v_LB D, although no energy has v_LB as its derivative.

9. Example A: Hooke's atom, exact potentials

Two electrons in v_ext = ω²r²/2 with ω = 0.5 Ha repel by 1/s, s = |r₁ − r₂|. With R = (r₁+r₂)/2, r₁² + r₂² = 2R² + s²/2 and

H = [−¼∇_R² + R²/4] + [−∇_s² + s²/16 + 1/s].

For e^{−R²/2}, ∇² gives the factor R² − 3, so the first bracket has eigenvalue 3/4. For χ = p e^{−s²/8} with p = 1 + s/2, dropping the exponential, χ′ = ½ − sp/4 and χ″ = −p/4 − s/4 + s²p/16. Then

−χ″ − 2χ′/s + s²p/16 + p/s = p/4 + s/4 − 1/s + p/2 + 1/s + ½ = 5p/4.

So ψ = C₀(1 + s/2)exp[−(r₁²+r₂²)/4] is an eigenfunction with E = 2 Ha, and being nodeless it is the singlet ground state.

The density is 2C₀²e^{−r²/2}(2π)^{3/2}⟨1 + s + s²/4⟩, averaged over a unit Gaussian in r₂. Here ⟨s²⟩ = r² + 3. The angular average of s is [(r+ρ)³ − |r−ρ|³]/6rρ with ρ = r₂, which is r + ρ²/3r for ρ < r and ρ + r²/3ρ for ρ > r. The radial weight is αρ²e^{−ρ²/2} with α = √(2/π). Write η = erf(r/√2) and u = αe^{−r²/2}. Integration by parts gives α∫₀^r ρ²e^{−ρ²/2} = η − ru, α∫₀^r ρ⁴e^{−ρ²/2} = 3η − 3ru − r³u, α∫_r^∞ ρ³e^{−ρ²/2} = (r²+2)u and α∫_r^∞ ρe^{−ρ²/2} = u. Hence

⟨s⟩ = rη − r²u + η/r − u − r²u/3 + (r²+2)u + r²u/3 = (r + 1/r)η + u,

n(r) = 2C₀²(2π)^{3/2}e^{−r²/2}[7/4 + r²/4 + (r + 1/r)η + u].

The Kohn–Sham orbital is √(n/2), doubly occupied. Therefore T_s = ∫|∇√n|²/2 = ∫n′²/8n, and up to a constant

v_s = ∇²√n/(2√n) = (n″ + 2n′/r)/4n − n′²/8n² = −δT_s/δn.

For one doubly occupied orbital ⟨Φ|V̂_ee|Φ⟩ = J/2, so E_x = −J/2 for every such density, v_x = −v_H/2, and v_c = v_s − v_ext − v_H − v_x = v_s − r²/8 − v_H/2.

All integrals are radial Gauss–Legendre quadratures. The separated wavefunction gives T = 0.664418, V_ee = 0.447443 and V_ext = 0.888139 Ha, which sum to 2.000000. The density gives T_s = 0.635246 Ha. J = 1.030250 Ha is obtained as the field energy ½∫Q²/r² dr, with Q(r) the number of electrons inside r. Then

E_x = −0.515125 Ha = −14.017 eV,

T_c = 0.664418 − 0.635246 = 0.029172 Ha,

E_c = 0.029172 + 0.447443 − 1.030250 + 0.515125 = −0.038510 Ha = −1.048 eV,

E_c + T_c = −0.009338 Ha.

With v_H = Q/r + ∫_r^∞4πr′n dr′ and v_H′ = −Q/r², quadrature gives ∫v_xD = −0.515125 and −∫n r v_x′ = −0.515125 Ha, as in (7). It gives −½∫v_sD = 0.635246 Ha, as in (6) with k = 2, and ∫v_cD = −0.009338 Ha, as in (8). The last value can be traced by hand. One has ∫v_sD = −2T_s, ∫v_HD = J, and ∫v_extD = −∫n r v_ext′ = −2V_ext because v_ext ∝ r². So ∫v_cD = −2T_s + 2V_ext − J/2 = −1.270492 + 1.776278 − 0.515125 = −0.009339 Ha, equal within rounding. The virial of v_c is 0.009338/0.038510, or 24%, of E_c.

10. Example B: Ne and Na⁺

The densities are restricted Hartree–Fock in the cc-pVTZ basis, with n, n′ and n″ from analytic basis-function derivatives, integrated by the trapezoidal rule in ln r. Path integrals use Gauss–Legendre quadrature after substitutions that smooth the end points: γ = u², q = u³, and t = u³(10 − 15u + 6u²) on the mixing path (1−t)n_Ne + t n_Na⁺. The derivative dE/dγ is a central difference of energies of scaled densities.

B88, β = 0.0042. The energy expression, evaluated with libxc, gives −12.1405 Ha (−330.36 eV) for Ne. The potential (10) gives −12.1405 Ha for ∫vD, for the scaling path and for the path qn, and dE/dγ has the same value. For Na⁺ the energy is −13.9076 Ha. The difference −13.907571 + 12.140526 = −1.767045 Ha is what the mixing path gives. In this basis the Hartree–Fock exchange energy of Ne is −12.1136 Ha; B88 on the same density lies 0.027 Ha lower, 0.2% relative to it. These numbers carry the error of the basis: near the basis limit the Hartree–Fock exchange energy of Ne is −12.108 Ha, B88 gives −12.138 Ha for Ne and −13.911 Ha for Na⁺, the Na⁺–Ne difference is −1.773 Ha, and the gap between B88 and Hartree–Fock is about 0.030 Ha. The extra digits serve only to compare paths on one fixed density. The difference does not come from the line integral, which reproduces the B88 energy itself.

PW92, the Perdew–Wang parametrization of ε(r_s) for the uniform gas with its published parameters. For Ne the energy is −0.7431 Ha and the full scaling integral (4) gives −0.7431 Ha. The virial ∫vD and dE/dγ are both −0.2473 Ha. The implied kinetic part is −0.247281 + 0.743145 = 0.495864 Ha, a quantity of this local approximation and not the exact T_c of neon. Near the basis limit the energy, the virial and the kinetic part shift to −0.7428, −0.2472 and 0.4956 Ha.

LB94 exchange, β = 0.05. For Ne the scaling path gives −12.979 Ha and the path qn gives −16.617 Ha, a difference of 3.639 Ha (99.0 eV). Relative to the Hartree–Fock exchange energy these are 7% and 37% too negative. Near the basis limit the two paths give −12.991 and −16.615 Ha, a difference of 3.624 Ha, and the percentages are unchanged. The path qn relies on the additive constant implied by the formula for v_LB, so a loop at fixed N is the cleaner evidence. Let m be the mixing integral from Ne to Na⁺ and W = ∫v_LB D. Go from Ne to Na⁺ by mixing (m), scale Na⁺ down to γ (−(1−γ)W_Na⁺), mix back between the scaled densities (−γm, by (5) and because scaling commutes with mixing), and scale Ne up ((1−γ)W_Ne). The loop integral is (1−γ)[m − (W_Na⁺ − W_Ne)]. With W_Na⁺ − W_Ne = −14.732485 + 12.978873 = −1.753612 and m = −1.879532 Ha, the bracket is −0.1259 Ha (−3.43 eV), where a functional derivative would give zero. The size of the bracket depends on the basis: it is −0.138 Ha in cc-pVQZ and about −0.142 Ha near the basis limit, 13% larger in magnitude than in cc-pVTZ.

The curl shows the same locally. Take n₀ as the mean of n_Ne, n_Na⁺ and n_Ne scaled with γ = 1.2, δ₁ = n_Na⁺ − n_Ne, and δ₂ the scaled minus the unscaled Ne density. Central differences in a and b give a curl at n₀ of 0.0390 Ha for LB94 and of order 10⁻¹¹ Ha, zero at the accuracy of the differencing, for B88. On the square |a|,|b| ≤ 0.1 both sides of (2), by Gauss–Legendre quadrature, are 1.5604×10⁻³ Ha for LB94. The central curl times the area, 0.0390170 × 0.04 = 1.5607×10⁻³ Ha, agrees with this to 0.02%. Near the basis limit the LB94 curl at n₀ is 0.042 Ha.

11. Example C: a density without a centre

The model density is a sum of two normalized Gaussians of 2 electrons each, with exponents 2.0 and 0.5 bohr⁻², centred at z = 0 and z = 2 bohr. Derivatives are analytic and the integrals are Gauss–Legendre quadratures in cylindrical coordinates. For B88 the energy is −1.6962 Ha, ∫v∂_z n is of order 10⁻¹⁰ Ha/bohr, and ∫vD is −1.6962 Ha about either centre. For LB94, ∫v∂_z n = −0.197578 Ha/bohr and the virial about z = 0 is −1.003741 Ha. Equation (9) gives −1.003741 − 2 × (−0.197578) = −0.608585 Ha about z = 2 bohr, which is the value from direct quadrature. Here both LB94 virials lie above the B88 energy, whereas for Ne the virial lay below it. The comparison carries no meaning for this density, since the LB94 value shifts by about 0.2 Ha per bohr of displacement of the origin along z.

Numbers in the example were calculated in double precision.
